Injected spectral functions omit bound-state charge in Green function transport

**Definitions and conventions**

A device region D of N sites, with Hamiltonian matrix H, is joined at site 1 to a semi-infinite left lead L and at site N to a right lead R. Lead α is a chain with on-site energy U_α + 2t and hopping −t (t > 0), so its band is [U_α, U_α + 4t]; the contact bonds are also −t. The whole system has Hamiltonian 𝓗, and P projects on D. Electrons do not interact, the potential is fixed (no Poisson loop), and charge is counted in electrons per spin. Energies are in eV. The Fermi function is f(E; μ) = 1/(e^((E−μ)/kT) + 1), and f_α = f(E; μ_α).

The device Green function is G(z) = P(z − 𝓗)⁻¹P for Im z > 0. In (z − 𝓗)ψ = source, with the source inside D, the lead rows give ψ_α = (z − H_α)⁻¹V_α φ, where φ = Pψ, H_α is the isolated lead and V_α the contact bond. Inserting this in the device rows gives

G(z) = [z − H − Σ_L(z) − Σ_R(z)]⁻¹,  Σ_α = V_α†(z − H_α)⁻¹V_α.

Σ_α has one non-zero element, on the contact site. With χ_k, ε_k the eigenstates of the isolated lead and 1 its surface site,

Σ_α(z) = t² Σ_k |χ_k(1)|²/(z − ε_k).   (1)

Removing the surface site leaves the same lead, so Σ = t²/(z − U − 2t − Σ). With x = (z − U − 2t)/2t this is Σ² − 2txΣ + t² = 0. By (1), Σ falls off as t²/z, which selects

Σ = t[x − √(x−1) √(x+1)]   (principal roots).   (2)

The broadening is Γ_α = i(Σ_α − Σ_α†), with contact element −2 Im Σ_α. On the real axis, approached from above, (2) gives Γ = 2t√(1−x²) for |x| < 1. For |x| > 1 both roots are real or both imaginary, so their product is real and Γ = 0. The spectral function and the injected spectral functions are

A = i(G − G†),  A_α(E) = G(E) Γ_α(E) G†(E),

with A_α evaluated at real E. The claim under examination is that the device density matrix is

ρ_inj = ∫ dE/2π (A_L f_L + A_R f_R),  N_inj = Tr ρ_inj,   (3)

and that nothing else contributes.

**A counter-example**

Take round model parameters: m* = 0.1 m_e and a = 1 nm, so t = ħ²/2m*a² = 0.3810 eV and 4t = 1.5240 eV; T = 300 K, kT = 0.025852 eV; N = 11. The band bottoms are U_L = +0.020 and U_R = −0.020 eV, the potential drops linearly between them, and the five central sites are lowered by 0.3 eV. The on-site energy of site i is 2t plus its potential. All computed values are in the numerical output after the text.

First count states. Setting f_L = f_R = 1 in (3) should fill every site orbital and give 11. Quadrature over the bands gives

∫ dE/2π Tr(A_L + A_R) = 9.034123,  deficit 11 − 9.034123 = 1.965877.

The deficits on the five well sites add to 0.3248 + 0.3359 + 0.2624 + 0.3255 + 0.3401 = 1.5887; the rest lies on the six sites beside the well.

Next take equilibrium, μ_L = μ_R = −0.050 eV, where the answer needs no Green function: diagonalize the device with 600 lead sites on each side, closed at the far ends, and sum f(E_k)|ψ_k(i)|². This reference shares the model's omissions and has finite leads. It gives 1.645549 electrons in D. Formula (3) gives 0.019792, which is 1.20 % of that.

The long chain has two eigenvalues below U_R, E₁ = −0.234570 and E₂ = −0.065882 eV. There Γ_L = Γ_R = 0, so the integrand of (3) vanishes. The fractions of these states inside D are Z₁ = 0.999313 and Z₂ = 0.966563, and Z₁ + Z₂ = 1.96588 is the deficit. For the charge, (E₁ − μ)/kT = −0.184570/0.025852 = −7.1395 gives f = 0.99921, and (E₂ − μ)/kT = −0.015882/0.025852 = −0.61434 gives f = 0.64893, so

Z₁f(E₁) + Z₂f(E₂) = 0.99852 + 0.62723 = 1.62575,

against the missing 1.645549 − 0.019792 = 1.62576. The share lost is so large here because μ lies below both band edges and the bands are nearly empty.

**The correct statement**

Let |b⟩ run over an orthonormal set of the normalizable eigenstates of 𝓗, with energies E_b, and write P|b⟩ = √Z_b φ_b with ⟨φ_b|φ_b⟩ = 1. For this model, as a distribution in E when η = Im z → 0⁺,

A(E) = A_L(E) + A_R(E) + 2π Σ_b Z_b φ_b φ_b† δ(E − E_b),   (4)

Z_b = 1/(1 + s_L + s_R),  s_α = −⟨φ_b|Σ_α′(E_b)|φ_b⟩ ≥ 0.   (5)

The states b lie either outside both bands (below, above or between them) or inside a band with zero amplitude on the contact site of each lead that is open at E_b; for such a lead s_α = 0. Lying below both band edges is one case. The charge in D, averaged over late times because coherence between bound states of different energy can keep it oscillating, is N_inj + Σ_b Z_b n_b, where n_b = f(E_b) in the thermal state f(𝓗) of the whole system. Ballistic evolution from a prepared state leaves n_b at the value that state gave it, so μ_L and μ_R do not fix it, whether they are equal or not.

**Proof**

(a) An identity at finite η. At z = E + iη, G⁻¹ − (G†)⁻¹ = 2iη − (Σ − Σ†), with Σ = Σ_L + Σ_R. The definition of Γ gives Σ − Σ† = −iΓ, so the right side is i(2η + Γ_L + Γ_R). Multiplying by G on the left and G† on the right turns the left side into G† − G. A further factor −i gives

A(z) = G(2η + Γ_L(z) + Γ_R(z))G†.   (6)

The claim (3) amounts to dropping 2η and putting Γ_α at real E. That is safe where G stays bounded.

(b) Where G stays bounded. The determinant d(z) = det[z − H − Σ(z)] is a polynomial in z, Σ_L and Σ_R, each Σ_α solves a quadratic equation, and d behaves as z^N at large z. It is therefore an algebraic function that is not identically zero, and it has finitely many real zeros. By (2), Σ is continuous up to the real axis. On a closed interval free of zeros, G is then bounded and continuous up to the axis, 2ηGG† → 0 uniformly, and (6) gives A → A_L + A_R uniformly.

(c) The zeros. By the spectral theorem G(z) = ∫ dm(E′)/(z − E′), where m is the spectral measure of 𝓗 projected on D, with total weight the N × N unit matrix, and A(z)/2π is m smoothed by the Lorentzian (η/π)/((E−E′)² + η²). Step (b) says that between the zeros m has density (A_L + A_R)/2π. A single point E₀ carries the weight PΠP, with Π = Σ|b⟩⟨b| the projector on normalizable eigenstates at E₀; it is zero if there are none. Intervals and finitely many points exhaust the axis, and P|b⟩⟨b|P = Z_b φ_bφ_b†, which proves (4). Integrating its diagonal over E gives the sum rule

∫ dE/2π (A_L + A_R)_ii = 1 − Σ_b Z_b |φ_b(i)|².   (7)

(d) The weight. Outside both bands the lead parts of an eigenstate are ψ_α = (E_b − H_α)⁻¹V_αφ, and the device rows read [E_b − H − Σ(E_b)]φ = 0. With c the contact site,

⟨ψ_α|ψ_α⟩ = t²|φ(c)|² Σ_k |χ_k(1)|²/(E_b − ε_k)² = −Σ_α′(E_b)|φ(c)|² = s_α,

the middle step being the derivative of (1). The vector (φ, ψ_L, ψ_R) has squared norm 1 + s_L + s_R, so the normalized state has weight Z in D and w_α = Zs_α in lead α, with Z + w_L + w_R = 1. This is (5). For a state inside a band, step (e) shows that φ vanishes on the contact site of each open lead; then ψ_α = 0 and s_α = 0 for that lead, and the same count holds. Because Σ′ < 0, every eigenvalue λ_n(E) of H + Σ(E) is non-increasing in E below the bands, so λ_n(E) = E has a root there when λ_n at the lower band edge lies below the edge, and at most one root for each n.

(e) Zeros inside a band. Let [E − H − Σ(E)]φ = 0 at real E. The imaginary part of the expectation value in φ is ½⟨φ|Γ_L + Γ_R|φ⟩ = 0. Both terms are non-negative, so φ vanishes on the contact site of each lead with Γ_α > 0. In a simple chain this kills the state: if φ(N) = 0, the row of site N reads tφ(N−1) = 0, the row of site N−1 then gives φ(N−2) = 0, and so on down to φ = 0. In a chain, a level below U_L but inside the right band is thus no eigenstate but a resonance, and by (b) its weight is in A_R, apart from any tail above U_L, which A_L and A_R share. A branched device can satisfy the condition. In a diamond, with site 1 bonded to sites 2 and 3 and these to site 4 (hoppings −t/√2, all on-site energies 2t, U_L = U_R = 0), the vector (0, 1, −1, 0)/√2 has energy 2t at mid-band, since its two hoppings onto each contact site cancel. Then Z = 1 and (7) predicts the deficits 0, ½, ½, 0.

**The statement against the numbers**

The roots of λ_n(E) = E and formula (5) were tested against diagonalization of the long chain for E_b, Z, w_L and w_R, and (7) site by site. One entry can be followed by hand. Below the band, ψ on the lead's surface site is −Σφ(c)/t, and by self-similarity each further site brings the factor λ = −Σ/t = −x − √(x²−1), so s = |φ(c)|²λ²/(1 − λ²). For state 2 and the right lead, x = −1 − 0.045882/0.761996 = −1.06021, λ = 0.7080, λ²/(1 − λ²) = 1.0051, and s_R = 0.025368 gives Z|φ(11)|² = 0.966563 × 0.025368/1.0051 = 0.02440. For state 1, x = −1.28159, λ = 0.4800, λ²/(1 − λ²) = 0.2995, and s_R = 0.000441 gives 0.00147. The sum 0.0259 is the deficit found by quadrature on site 11.

Raising the drop to 0.2 eV puts U_R at −0.1 eV, below the former place of the upper level. One bound state is left, at −0.237886 eV with Z = 0.998408, and the deficit equals 0.998408, as (e) requires of a chain. The diamond gives 0, 0.5, 0.5, 0.

**What a numerical η does**

Near an isolated E_b outside the bands, (c) gives G ≈ Zφφ†/(z − E_b). To first order in η, Γ_α(E + iη) = −2ηΣ_α′, so ⟨φ|Γ_α|φ⟩ = 2ηs_α. Since ∫dE/2π · 2η/((E−E_b)² + η²) = 1, the three terms of (6) carry the trace weights

Z²,  Z²s_L = Zw_L,  Z²s_R = Zw_R,

whose sum is Z(Z + w_L + w_R) = Z. A calculation with η everywhere that keeps A_L and A_R recovers the fraction w_L + w_R of the peak, if its grid resolves the width η. For state 2 this is 0.008917 + 0.024520 = 0.0334. Quadrature at η = 10⁻⁶ eV gives 0.93422, 0.00862, 0.02370, against Z₂² = 0.93424, Z₂w_L = 0.00862, Z₂w_R = 0.02370.

If η is put in the leads alone, the expectation value of G⁻¹ in φ is (E − E_b)(1 + s) + iηs with s = s_L + s_R, so G ≈ Zφφ†/(E − E_b + iηZs). The weight in A_α is Z² · 2ηs_α · π/(ηZs)/2π = Zs_α/s = Zw_α/(w_L + w_R). The whole peak is now in A_L + A_R, and (3) fills it with

n_η = [w_L f_L(E_b) + w_R f_R(E_b)]/(w_L + w_R).

For state 2 the left share is 0.008917/0.033437 = 0.26668, and Z₂ × 0.26668 = 0.25776 is the weight found by quadrature. This filling describes absorption added to every lead site; 𝓗 contains no such process.

**The contour term**

In equilibrium ρ = f(𝓗), so (4) gives ρ = ρ_inj + Σ_b Z_b f(E_b)φ_bφ_b†, or for a diagonal element

ρ_ii = −(1/π) Im ∫ from E₀ to ∞ of G_ii(E + i0) f(E) dE,

with E₀ below the spectrum of 𝓗. G is analytic in the upper half-plane. f has poles at z_n = μ + iπkT(2n+1), where e^((z−μ)/kT) = −1; the derivative of the denominator there is −1/kT, so the residue is −kT. Let C run from E₀ up to E₀ + iΔ and then horizontally to the right. The real path followed by C reversed is a counterclockwise loop, closed far to the right where f decays. Hence

ρ_ii = −(1/π) Im[ ∫_C G_ii f dz − 2πi kT Σ_n G_ii(z_n) ],   (8)

with the sum over enclosed poles. Formula (8) equals the real-axis integral from E₀ upward, so it contains the delta functions above E₀ and no others. Started below E₁ it gives 1.645549, equal site by site to the chain result. Started at −0.042941 eV, between E₂ and U_R, to the right of μ so that no pole is enclosed at any Δ, it reproduces (3) site by site; both agreements are tested.

Under bias let μ_L = −0.030 and μ_R = −0.070 eV, each 0.050 eV below its band edge. Then N_inj = 0.009082 + 0.007520 = 0.016602. Write A_Lf_L + A_Rf_R = (A_L + A_R)f_R + A_L(f_L − f_R) and replace the first term by the contour density at μ_R. By (4) the replacement adds Σ_b Z_b f_R(E_b); the mirror form adds Σ_b Z_b f_L(E_b):

reference L: 0.016602 + 0.999313 × 0.999634 + 0.966563 × 0.800272 = 1.78906
reference R: 0.016602 + 0.999313 × 0.998284 + 0.966563 × 0.460265 = 1.45907

The difference Σ_b Z_b[f_L − f_R](E_b) = 0.00135 + 0.32864 = 0.32999 comes almost wholly from state 2, which lies between μ_R and μ_L. For a level many kT below both, such as state 1, both Fermi factors are near 1 and the choice of reference matters little. The lead-η rule gives n_η = 0.26668 × 0.800272 + 0.73332 × 0.460265 = 0.55094 for state 2 and a total of 1.5472. Each of these is an occupation imposed by the prescription.

**Ballistic dynamics conserves n_b**

A standing wave χ_k in lead α, once connected, has device part GV_α†χ_k, by the same elimination that gave G with V_α†χ_k as source. From (1), Γ_α = 2π Σ_k V_α†χ_kχ_k†V_α δ(E − ε_k), so A_α/2π is the device density of the scattering states that come from lead α. Formula (3) fills these with f_α.

Prepare the disconnected leads with f_L and f_R, give D a density matrix, call the total ρ₀, and connect. At time τ, ρ = e^(−i𝓗τ/ħ)ρ₀e^(i𝓗τ/ħ). In the eigenbasis of 𝓗 the element n_b = ⟨b|ρ₀|b⟩ has no phase and is constant. Elements between bound states of different energy oscillate and vanish in a time average. Within a degenerate level the |b⟩ are chosen to diagonalize P, so that the constant off-diagonal elements of ρ₀ add no charge to D. Bound–continuum terms are Fourier integrals over the bands and dephase. Taking the continuum–continuum part to approach N_inj, which is checked below by direct evolution, the late-time average is

N̄ = N_inj + Σ_b Z_b n_b.   (9)

A full and an empty start differ by ρ₀ → ρ₀ + P. This raises n_b by ⟨b|P|b⟩ = Z_b. The continuum part of the added charge in D is Σ_ij |∫ dE/2π (A_L + A_R)_ij e^(−iEτ/ħ)|², which tends to zero by the Riemann–Lebesgue lemma. The difference of the two averages is therefore Σ_b Z_b².

The 600-site-lead chain was evolved in its eigenbasis and averaged with a smooth window from 329 to 921 fs, before a reflection from the far ends can return at the largest group velocity. The empty start gives 0.01714, and (9) gives 0.016602 + 0.999313 × 0.000003 + 0.966563 × 0.000549 = 0.01714. The full start gives 1.95001; the difference 1.93288 compares with 0.99863 + 0.93424 = 1.93287. The empty-start n₂ = 0.000549 is far below w_L + w_R because the tail of the state is built from band states χ_k, whose occupation is at most f at the band edge, 1/(e^(0.050/0.025852) + 1) = 0.126. This bounds n₂ by 0.126 × 0.0334 = 0.0042. The value is lower still because the tail also contains band states above the edge, where f is smaller: its mean occupation is 0.000549/0.0334 = 0.016. With the same potential, μ_L and μ_R, the device holds 0.017 or 1.950 electrons according to its history.

**Which scattering fixes n_b**

A voltage probe models inelastic scattering: Σ_p = −iγ/2 on every device site, so Γ_p = γ·1, with a Fermi function f_p at the same T, and μ_p set by zero total current. The Landauer current from lead α into the probe is proportional to ∫T_pα(f_α − f_p)dE, with T_pα = Tr[Γ_pGΓ_αG†] = γ Tr A_α. Dividing by γ and letting γ → 0, for a device with no eigenstate inside the bands,

∫ dE/2π Tr(A_L + A_R) f_p = ∫ dE/2π Tr(A_Lf_L + A_Rf_R) = N_inj.   (10)

The left side increases with μ_p, so the root is unique; it is the chemical potential at which the band states would hold N_inj in equilibrium. The probe's own term is A_p = γGG†. Near E_b the expectation value of G⁻¹ is (E − E_b)/Z + iγ/2, so G ≈ Zφφ†/(E − E_b + iZγ/2), and the weight is Z²γ · π/(Zγ/2)/2π = Z. Away from the poles A_p is of order γ. Hence

N → N_inj + Σ_b Z_b f_p(E_b),

a result that stays finite as γ → 0; as a steady state it presumes that the long-time limit is taken before γ → 0.

Equation (10) gives μ_p = −0.054889 eV. It lies below the midpoint −0.050 eV because the band states hold 0.019792 at that μ and need to hold 0.016602; a Boltzmann estimate of the shift, kT ln(0.016602/0.019792) = −0.0045 eV, is near the computed −0.0049 eV. The charge is 0.016602 + 0.999313 × 0.999043 + 0.966563 × 0.604736 = 1.599474. Direct quadrature gives 1.599573 at γ = 10⁻⁴ eV and 1.599673 at 2 × 10⁻⁴ eV, and linear extrapolation to γ = 0 returns 1.599474. The value belongs to this probe, coupled equally to all sites; no phonon model has been computed.

Elastic dephasing behaves differently. Take the local self-consistent self-energy Σ_s,i = D G_ii, with D in eV². Its broadening is Γ_s,i = D a_i with a_i = A_ii, and its in-scattering is D n_i, with n_i the diagonal of the electron correlation function Gⁿ at the same energy. From Gⁿ = G(Γ_Lf_L + Γ_Rf_R + Σ^in)G† and from (6) with Γ_s in place of 2η,

n = Mn + f_L a_L + f_R a_R,  a = Ma + a_L + a_R,  M_ij = D|G_ij|²,

where a_α is the diagonal of A_α. If no G_ij vanishes, M has positive entries, and by the Perron–Frobenius theorem it has a positive left eigenvector u whose eigenvalue r is the spectral radius. Applying u to the second equation gives (1 − r) u·a = u·(a_L + a_R). Inside a band the right side is positive, r < 1, and n is unique. Below both bands the right side is zero, so within the broadened level, where a ≠ 0, r = 1 and n = c a solves the first equation for every c between 0 and 1. For D = 10⁻⁴ eV² the computed radius is 1.00000000 at E₁ and 0.005366 at E = 0.1 eV. This dephasing makes the level visible in A at real E, but it moves no electron in energy, so at every energy of the broadened level that lies below both band edges the factor c, which may differ from one energy to the next, remains undetermined; this holds for the part of the level below the edge even when the broadening reaches the edge.

Numbers as computed

```
m* = 0.1 m_e, a = 1.0 nm, T = 300.0 K, sites = 11, well = 0.3 eV on 5 sites
t = 0.380998 eV, 4t = 1.523993 eV, kT = 0.025852 eV
U_L = 0.020, U_R = -0.020, mu_L = -0.030, mu_R = -0.070 eV
onsite potential (eV): [0.0167, 0.0133, 0.01, -0.2933, -0.2967, -0.3, -0.3033, -0.3067, -0.01, -0.0133, -0.0167]
state 1: E_b = -0.234570 eV (chain -0.234570 eV)
  Z = 0.999313, w_L = 0.000246, w_R = 0.000440, s_L = 0.000247, s_R = 0.000441
  f_L = 0.999634, f_R = 0.998284, f_probe = 0.999043
  occupation: lead eta 0.998768, empty start 0.000003, full start 0.999317
  eta everywhere, weights (eta,L,R): 0.99860 0.00025 0.00044
  eta in leads only, weights (L,R): 0.35853 0.64078
state 2: E_b = -0.065882 eV (chain -0.065882 eV)
  Z = 0.966563, w_L = 0.008917, w_R = 0.024520, s_L = 0.009225, s_R = 0.025368
  f_L = 0.800272, f_R = 0.460265, f_probe = 0.604736
  occupation: lead eta 0.550938, empty start 0.000549, full start 0.967113
  eta everywhere, weights (eta,L,R): 0.93422 0.00862 0.02370
  eta in leads only, weights (L,R): 0.25776 0.70880
eta used = 1e-06 eV
states in A_L+A_R = 9.034123 of 11; deficit = 1.965877; sum Z = 1.965877
site deficit: [0.0149, 0.04, 0.1108, 0.3248, 0.3359, 0.2624, 0.3255, 0.3401, 0.1298, 0.0557, 0.0259]
bias 0.2 eV: bound states = 1, E_b = -0.237886 eV, Z = 0.998408, deficit = 0.998408
diamond device site deficit: [0.0, 0.5, 0.5, 0.0]
equilibrium mu = -0.050 eV: N contour = 1.645549, N chain = 1.645549 e
equilibrium N injected = 0.019792 e, share = 1.20 %
gap-started contour begins at -0.042941 eV
bias: N injected = 0.016602 e (left 0.009082, right 0.007520)
bias: N contour ref L = 1.789063 e, ref R = 1.459075 e, difference = 0.329988 e
bias: N with eta in leads only = 1.547201 e
probe limit: mu_p = -0.054889 eV, N = 1.599474 e
probe gamma = 1e-04 eV: N = 1.599573 e; gamma = 2e-04 eV: N = 1.599673 e
probe extrapolated: N = 1.599474 e, mu_p = -0.054889 eV
time window 329 to 921 fs, lead length 600 sites
evolved N: empty start 0.01714 e, predicted 0.01714 e
evolved N: full start 1.95001 e; full-empty 1.93288 e; sum Z^2 = 1.93287
dephasing D = 1e-04 eV^2: radius at E_1 = 1.00000000, at 0.1 eV = 0.005366
```
